# Mobile sodium in an oxide from a triangular voltage sweep: a program that tests the result

```python
# Triangular voltage sweep of a hot metal/SiO2/p-Si capacitor.
# Result under test: the areal density N of mobile ions (charge +q) equals
#   (1/(q*A*alpha)) * integral of (I - I0) dV,
# up to small end corrections, if all ions cross the oxide in the sweep.
# I: gate current, I0: current of the same device without ions,
# A: area, alpha: ramp rate, V: gate voltage.
# Lengths in cm, charge per area in C/cm2, y = x/d runs from gate (0) to Si (1).
# p = fraction of ions between the gate and y; e0 = gate-side field times d (V);
# u = silicon surface potential in units of kT/q.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q = const.e
eps0 = const.epsilon_0 / 100.0            # F/cm
T = 573.0                                 # K
kT = const.k * T                          # J
VT = kT / q                               # V
d = 100e-7                                # oxide thickness, cm
area = 0.01                               # cm2
rate = 0.05                               # V/s
V_end = 10.0                              # V
V_fb = -0.5                               # ion-free flat-band voltage, V
N_ion = 5e11                              # cm^-2
mob_hot = 5e-8                            # rough ion mobility, cm2/Vs
N_A = 1e16                                # acceptors, cm^-3
n_i = 2e15                                # rough intrinsic density at T, cm^-3
C_ox = 3.9 * eps0 / d                     # F/cm2
V_N = q * N_ion / C_ox                    # V
p0 = N_A / 2 + math.sqrt(N_A**2 / 4 + n_i**2)
n0 = n_i**2 / p0
s_si = 11.7 * eps0 * kT                   # C2/cm


def silicon(u):
    """Displacement entering the silicon (C/cm2) and its derivative in u."""
    if abs(u) < 1e-3:
        root = math.sqrt(s_si * (p0 + n0 + (n0 - p0) * u / 3))
        return u * root, root + u * s_si * (n0 - p0) / (6 * root)
    G = p0 * (math.expm1(-u) + u) + n0 * (math.expm1(u) - u)
    F = math.copysign(math.sqrt(2 * s_si * G), u)
    return F, s_si * (-p0 * math.expm1(-u) + n0 * math.expm1(u)) / F


# --- test: silicon charge law against direct integration of Poisson's equation
def silicon_ode(x, z):
    return [z[1], (-p0 * math.expm1(-z[0]) + n0 * math.expm1(z[0])) / (p0 + n0)]


for target in (8.0, -5.0):
    def reached(x, z, goal=target):
        return z[0] - goal
    reached.terminal = True
    start = math.copysign(1e-4, target)
    sol = solve_ivp(silicon_ode, (0, 60), [start, start], events=reached,
                    rtol=1e-9, atol=1e-12)
    slope = sol.y_events[0][0][1]
    direct = math.sqrt(s_si * (p0 + n0)) * slope
    assert abs(direct / silicon(target)[0] - 1) < 1e-3

# --- test: gate charge of a charged oxide against a matrix Poisson solution
K = 400
yk = np.linspace(0, 1, K + 1)
packet = np.exp(-((yk - 0.3) / 0.05)**2)
packet *= V_N * K / packet.sum()          # q*density*d/C_ox, in V
V_test = 3.0
lap = np.zeros((3, K - 1))
lap[0, 1:] = -1.0
lap[1] = 2.0
lap[2, :-1] = -1.0
rhs = packet[1:-1] / K**2
rhs[0] += V_test
phi = solve_banded((1, 1), lap, rhs)
gate_direct = (V_test - phi[0]) * K       # gate charge / C_ox
gate_law = V_test - np.sum((1 - yk) * packet) / K
assert abs(gate_direct - gate_law) < 1e-6

# --- transient drift-diffusion of the ions, with self-field and silicon
M = 300
y = (1 - np.cos(np.pi * np.arange(M + 1) / M)) / 2
h = np.diff(y)
hc = (h[:-1] + h[1:]) / 2


def bernoulli(w):
    """w/(exp(w)-1) and its derivative."""
    small = np.abs(w) < 1e-3
    ws = np.where(small, 1.0, w)
    ex = np.expm1(ws)
    B = np.where(small, 1 - w / 2 + w**2 / 12, ws / ex)
    dB = np.where(small, -0.5 + w / 6, (1 - ws / ex - ws) / ex)
    return B, dB


def time_step(p, u, V, dt, mob):
    """One implicit step; Newton iteration on ion profile and u."""
    old = p[1:-1].copy()
    p = p.copy()
    k = dt * mob * VT / d**2
    for _ in range(80):
        F, dF = silicon(u)
        e0 = F / C_ox - V_N
        de0 = dF / C_ox
        w = (e0 + V_N * p[1:-1]) * hc / VT
        B, dB = bernoulli(w)
        dens = np.diff(p) / h
        left, right = dens[:-1], dens[1:]
        flux = ((B + w) * left - B * right) / hc
        dflux = ((dB + 1) * left - dB * right) / VT
        res = p[1:-1] - old + k * flux
        band = np.zeros((3, M - 1))
        band[1] = 1 + k * (((B + w) / h[:-1] + B / h[1:]) / hc + dflux * V_N)
        band[0, 1:] = (-k * B / h[1:] / hc)[:-1]
        band[2, :-1] = (-k * (B + w) / h[:-1] / hc)[1:]
        ab = solve_banded((1, 1), band, np.column_stack((res, k * dflux * de0)))
        gap = V_fb + e0 + V_N * trapezoid(p, y) + VT * u - V
        weight = V_N * hc
        du = -(gap - weight @ ab[:, 0]) / (de0 + VT - weight @ ab[:, 1])
        du = max(-1.0, min(1.0, du))
        dp = -(ab[:, 0] + ab[:, 1] * du)
        p[1:-1] += dp
        u += du
        if np.max(np.abs(dp)) < 1e-9 and abs(du) < 1e-8:
            return p, u
    raise RuntimeError("Newton iteration did not converge")


def run(p, u, volts, mob):
    """Sweep through volts; gate charge, centroid and u at each voltage."""
    out = []
    for j, V in enumerate(volts):
        if j > 0:
            p, u = time_step(p, u, V, abs(V - volts[j - 1]) / rate, mob)
        out.append((silicon(u)[0] - q * N_ion, 1 - trapezoid(p, y), u))
    return np.array(out).T, p, u


# ions start spread evenly, relax, then are driven to the gate
p = y.copy()
u = brentq(lambda v: silicon(v)[0] - C_ox * V_N / 2, -20, 25)
V_start = V_fb + VT * u
for dt in np.geomspace(1e-5, 1.0, 40):
    p, u = time_step(p, u, V_start, dt, mob_hot)
_, p_neg, u_neg = run(p, u, np.linspace(V_start, -V_end, 501), mob_hot)
for _ in range(5):
    p_neg, u_neg = time_step(p_neg, u_neg, -V_end, 1.0, mob_hot)

volts = np.linspace(-V_end, V_end, 1001)
mid = (volts[1:] + volts[:-1]) / 2
dV = volts[1] - volts[0]
dt = dV / rate
mob_cold, mob_frozen = 1e-12, 1e-14
hot, _, _ = run(p_neg, u_neg, volts, mob_hot)
cold, _, _ = run(p_neg, u_neg, volts, mob_cold)
frozen, _, _ = run(p_neg, u_neg, volts, mob_frozen)

# ion-free device
u_free = np.array([brentq(lambda v: V_fb + silicon(v)[0] / C_ox + VT * v - V,
                          -20, 25) for V in volts])
Q_free = np.array([silicon(v)[0] for v in u_free])
I_free = area * np.diff(Q_free) / dt
I_flat = area * C_ox * rate


def count(current, baseline):
    """Ion density from the area of a current peak over a baseline."""
    return np.sum(current - baseline) * dV / (q * area * rate)


I_hot, I_cold, I_frozen = (area * np.diff(r[0]) / dt for r in (hot, cold, frozen))
N_hot = count(I_hot, I_free)
N_cold = count(I_cold, I_free)
N_frozen = count(I_frozen, I_free)
N_flat = count(I_hot, I_flat)
tail = np.interp(mid, [mid[0], mid[-1]], [I_hot[0], I_hot[-1]])
N_tail = count(I_hot, tail)

# end corrections: predicted from the ion-free oxide voltages only
Vb_pos = Q_free[-1] / C_ox
Vb_neg = -Q_free[0] / C_ox
unit = 2 * C_ox * VT / q
layer_law = unit * (math.log(1 + V_N / (2 * Vb_pos))
                    + math.log(1 + V_N / (2 * Vb_neg)))
si_law = unit * math.log(1 + V_N / Vb_pos)
layer_sim = N_ion * (1 - (hot[1][-1] - hot[1][0]))
si_sim = C_ox * VT / q * ((hot[2][-1] - hot[2][0]) - (u_free[-1] - u_free[0]))
N_corrected = N_hot + layer_law + si_law

assert abs(N_hot / N_ion - 1) < 0.03
assert abs(layer_sim / layer_law - 1) < 0.03
assert abs(si_sim / si_law - 1) < 0.05
assert abs(N_corrected / N_ion - 1) < 0.002
assert N_flat < 0.9 * N_ion and N_tail < 0.95 * N_ion

# lag caused by a finite ion mobility
lag_hot, lag_cold, lag_frozen = (d * math.sqrt(2 * rate / m)
                                 for m in (mob_hot, mob_cold, mob_frozen))
half_hot = np.interp(0.5, hot[1], volts)
half_cold = np.interp(0.5, cold[1], volts)
assert 0.4 < (half_cold - half_hot) / lag_cold < 1.3
assert abs(N_cold / N_hot - 1) < 0.01
assert N_frozen < 0.4 * N_ion

# --- sizes of neglected effects
field_max = (Vb_pos + V_N) / d            # V/cm, at the silicon side
F_si = field_max * 100                    # V/m
lowering = math.sqrt(q * F_si / (4 * math.pi * 2.1 * const.epsilon_0))
barrier = 3.1 - lowering                  # eV, rough barrier less image lowering
energy = np.linspace(-barrier, barrier + 1.5, 40001)
wkb = 4 * math.sqrt(2 * 0.42 * const.m_e) / (3 * const.hbar * q * F_si)
through = np.exp(-wkb * (np.clip(barrier - energy, 0, None) * q)**1.5)
supply = np.logaddexp(0, -energy / VT)
richardson = 4 * math.pi * const.m_e * q * const.k**2 / const.h**3
J_leak = richardson * T**2 * trapezoid(through * supply, energy) / VT / 1e4
n_surf = n0 * math.exp(hot[2][-1])
N_c = 2.8e19 * (T / 300)**1.5             # rough conduction-band density
degenerate = C_ox * VT / q * n_surf / (2**1.5 * N_c)
J_minority = q * n0 * 10.0 / 0.01         # rough: D = 10 cm2/s, L = 0.01 cm
J_disp = C_ox * rate
assert J_leak < 1e-3 * J_disp and J_minority > 100 * J_disp

peak = np.argmax(I_hot - I_free)
print(f"temperature {T:.0f} K, kT/q = {VT:.4f} V")
print(f"oxide thickness {d*1e7:.0f} nm, gate area {area:.2f} cm2")
print(f"ramp rate {rate:.2f} V/s, sweep -{V_end:.0f} to +{V_end:.0f} V")
print(f"sweep duration {2*V_end/rate:.0f} s")
print(f"ion-free flat-band voltage {V_fb:.1f} V")
print(f"acceptors {N_A:.1e} cm^-3, n_i (rough) {n_i:.1e} cm^-3")
print(f"ion mobility (rough) {mob_hot:.1e} cm2/Vs")
print(f"ion density put in {N_ion:.3e} cm^-2")
print(f"oxide capacitance {C_ox*1e9:.2f} nF/cm2")
print(f"ion voltage qN/C_ox {V_N:.3f} V")
print(f"flat displacement current {I_flat*1e12:.2f} pA")
print(f"lowest ion-free current {I_free.min()*1e12:.2f} pA")
print(f"  at gate voltage {mid[np.argmin(I_free)]:.2f} V")
print(f"largest excess current {(I_hot-I_free)[peak]*1e12:.2f} pA")
print(f"  at gate voltage {mid[peak]:.2f} V")
print(f"total current there {I_hot[peak]*1e12:.2f} pA")
print(f"excess peak area {np.sum(I_hot-I_free)*dV*1e12:.2f} pA V")
print(f"excess charge {N_hot*q*area*1e12:.1f} pC")
print(f"excess charge density {N_hot*q*1e6:.4f} uC/cm2")
print(f"density from ion-free baseline {N_hot:.3e} cm^-2")
print(f"oxide voltage, ion-free, + end {Vb_pos:.3f} V")
print(f"oxide voltage, ion-free, - end {-Vb_neg:.3f} V")
print(f"ion-layer correction, formula {layer_law:.3e} cm^-2")
print(f"ion-layer correction, simulated {layer_sim:.3e} cm^-2")
print(f"silicon correction, formula {si_law:.3e} cm^-2")
print(f"silicon correction, simulated {si_sim:.3e} cm^-2")
print(f"corrected density {N_corrected:.3e} cm^-2")
print(f"ion-free surface potential swing {VT*(u_free[-1]-u_free[0]):.3f} V")
print(f"its count C_ox*swing/q {C_ox*VT*(u_free[-1]-u_free[0])/q:.3e} cm^-2")
print(f"density from flat C_ox baseline {N_flat:.3e} cm^-2")
print(f"density from line through tails {N_tail:.3e} cm^-2")
print(f"mean ion distance from Si at + end {(1-hot[1][-1])*d*1e7:.3f} nm")
print(f"lag voltage, hot {lag_hot:.4f} V")
print(f"lag voltage, mobility {mob_cold:.0e} cm2/Vs: {lag_cold:.2f} V")
print(f"  simulated half-crossing delay {half_cold-half_hot:.2f} V")
print(f"  density counted {N_cold:.3e} cm^-2")
print(f"lag voltage, mobility {mob_frozen:.0e} cm2/Vs: {lag_frozen:.1f} V")
print(f"  density counted {N_frozen:.3e} cm^-2")
print(f"largest oxide field {field_max/1e6:.2f} MV/cm")
print(f"  as share of rough 10 MV/cm breakdown {field_max/1e7:.2f}")
print(f"electron emission and tunnelling {J_leak:.1e} A/cm2")
print(f"displacement current density {J_disp:.2e} A/cm2")
print(f"surface electrons / band density {n_surf/N_c:.3f}")
print(f"degeneracy error, upper size {degenerate:.1e} cm^-2")
print(f"minority supply current (rough) {J_minority:.1e} A/cm2")
print("finished without a failed check")
```

Output:

```
temperature 573 K, kT/q = 0.0494 V
oxide thickness 100 nm, gate area 0.01 cm2
ramp rate 0.05 V/s, sweep -10 to +10 V
sweep duration 400 s
ion-free flat-band voltage -0.5 V
acceptors 1.0e+16 cm^-3, n_i (rough) 2.0e+15 cm^-3
ion mobility (rough) 5.0e-08 cm2/Vs
ion density put in 5.000e+11 cm^-2
oxide capacitance 34.53 nF/cm2
ion voltage qN/C_ox 2.320 V
flat displacement current 17.27 pA
lowest ion-free current 13.57 pA
  at gate voltage 0.09 V
largest excess current 52.91 pA
  at gate voltage -0.15 V
total current there 66.75 pA
excess peak area 39.31 pA V
excess charge 786.2 pC
excess charge density 0.0786 uC/cm2
density from ion-free baseline 4.907e+11 cm^-2
oxide voltage, ion-free, + end 10.014 V
oxide voltage, ion-free, - end -9.184 V
ion-layer correction, formula 4.864e+09 cm^-2
ion-layer correction, simulated 4.879e+09 cm^-2
silicon correction, formula 4.435e+09 cm^-2
silicon correction, simulated 4.393e+09 cm^-2
corrected density 5.000e+11 cm^-2
ion-free surface potential swing 0.801 V
its count C_ox*swing/q 1.727e+11 cm^-2
density from flat C_ox baseline 3.180e+11 cm^-2
density from line through tails 3.533e+11 cm^-2
mean ion distance from Si at + end 0.468 nm
lag voltage, hot 0.0141 V
lag voltage, mobility 1e-12 cm2/Vs: 3.16 V
  simulated half-crossing delay 2.39 V
  density counted 4.907e+11 cm^-2
lag voltage, mobility 1e-14 cm2/Vs: 31.6 V
  density counted 5.344e+10 cm^-2
largest oxide field 1.23 MV/cm
  as share of rough 10 MV/cm breakdown 0.12
electron emission and tunnelling 1.2e-16 A/cm2
displacement current density 1.73e-09 A/cm2
surface electrons / band density 0.148
degeneracy error, upper size 5.6e+08 cm^-2
minority supply current (rough) 6.2e-02 A/cm2
finished without a failed check
```
